# When atomic mixing or mass grading raises interface heat conductance

Swapping the two atoms that face each other across a sharp junction between a light and a heavy harmonic chain mixes the interface. For a mass ratio of 7 and the parameters below, this raises the thermal conductance by 7% at 20 K and lowers it by 20% at 300 K. Mixing therefore has no fixed sign. A graded layer does have one. If the springs are equal and the masses never decrease from the light side to the heavy side, the layer cannot lower the conductance at any temperature. Eight graded atoms raise it by 37% at 300 K.

These statements concern elastic transport in harmonic lattices. Grading and mixing are different operations: a layer of intermediate mass describes a mixed layer only on average, without the scattering by individual atoms.

## The model

Atom $n$ has mass $m_n$ and displacement $u_n e^{-i\omega t}$. All springs equal $k$, so

$$m_n\omega^2u_n=k(2u_n-u_{n-1}-u_{n+1}).$$

The masses are $m_L$ far to the left and $m_R=\mu m_L$ far to the right, with $\mu>1$. In a uniform stretch a wave $e^{iqn}$ obeys

$$\frac{m\omega^2}{k}=4\sin^2\frac q2,\qquad \omega_m=2\sqrt{k/m},$$

where $\omega_m$ is the cutoff. Heat crosses elastically only below the heavy cutoff.

A reservoir at temperature $T$ fills the waves leaving it with the Bose occupation $n(\omega,T)$. Each wave carries energy $\hbar\omega$ at velocity $d\omega/dq$ (in sites per time), and $(dq/2\pi)(d\omega/dq)=d\omega/2\pi$. The transmitted fraction $\mathcal T$ is the same in both directions, since reservoirs at equal temperature exchange no net heat. For a small temperature difference, the conductance between the reservoirs is

$$G=\int_0^{\omega_R}\frac{d\omega}{2\pi}\,\hbar\omega\frac{\partial n}{\partial T}\,\mathcal T
=\frac{k_B}{2\pi}\int_0^{\omega_R}d\omega\left[\frac{x/2}{\sinh(x/2)}\right]^2\mathcal T,\qquad x=\frac{\hbar\omega}{k_BT}.$$

The weight is positive, so a layer that raises $\mathcal T$ at every frequency raises $G$ at every temperature. By this definition even a perfect chain has a finite conductance.

## An impedance for the lattice

At the bond between atoms $n$ and $n+1$ define

$$s=\tfrac12(u_n+u_{n+1}),\qquad d=\tfrac12(u_{n+1}-u_n).$$

Let minus and plus label the bonds to the left and right of one atom. Its displacement is $u=s_-+d_-=s_+-d_+$. The equation of motion gives $2d_+-2d_-=-4\sin^2(q/2)\,u$, hence

$$d_+=d_--2\sin^2\tfrac q2\,(s_-+d_-)=\cos q\,d_--2\sin^2\tfrac q2\,s_-.$$

Inserting this in $s_+=s_-+d_-+d_+$ gives

$$s_+=\cos q\,s_-+2\cos^2\tfrac q2\,d_-.$$

With $\zeta=\tan(q/2)$, the identities $2\sin^2(q/2)=\zeta\sin q$ and $2\cos^2(q/2)=\sin q/\zeta$ turn the pair into

$$\begin{pmatrix}s_+\\d_+\end{pmatrix}=P\begin{pmatrix}s_-\\d_-\end{pmatrix},\qquad
P=\begin{pmatrix}\cos q&\sin q/\zeta\\-\zeta\sin q&\cos q\end{pmatrix}.$$

This is the matrix of a transmission line with impedance $\zeta$ and phase $q$ per atom. No continuum approximation has been made. Waves of amplitude $A$ to the right and $B$ to the left have

$$s=A+B,\qquad d=i\zeta(A-B).$$

The power through a bond is $k\omega\,\mathrm{Im}(s^*d)=k\omega\zeta(|A|^2-|B|^2)$. It is conserved because $P$ is real with unit determinant.

From $\sin(q/2)=\omega/\omega_m$ follows

$$\zeta=\frac{\omega}{\sqrt{\omega_m^2-\omega^2}}.$$

At fixed frequency $\zeta$ grows with mass. It is proportional to $\sqrt m$ at low frequency and diverges at the cutoff.

Now let a layer have total matrix $M=\begin{pmatrix}a&b\\c&e\end{pmatrix}$, the product of its atomic matrices. On its right there is only a transmitted wave $\tau$, with $s=\tau$ and $d=i\zeta_R\tau$. Since $\det M=1$, inverting $M$ gives on the left

$$s=(e-ib\zeta_R)\tau,\qquad d=(-c+ia\zeta_R)\tau.$$

The incident amplitude is

$$A=\frac12\left(s+\frac{d}{i\zeta_L}\right)=\frac{\tau}{2\zeta_L}\left[(a\zeta_R+e\zeta_L)+i(c-b\zeta_L\zeta_R)\right],$$

and $\mathcal T=\zeta_R|\tau|^2/(\zeta_L|A|^2)$ becomes

$$\mathcal T=\frac{4\zeta_L\zeta_R}{(a\zeta_R+e\zeta_L)^2+(b\zeta_L\zeta_R-c)^2}.$$

For the abrupt junction $a=e=1$ and $b=c=0$, so

$$\mathcal T_0=\frac{4\zeta_L\zeta_R}{(\zeta_L+\zeta_R)^2}.$$

## The counter-example: one swapped pair

Exchange the last light atom with the first heavy one. A wave from the left then meets a heavy atom, then a light one, then the heavy chain, so $M=P_LP_R$. Write $c_L=\cos q_L$, $s_L=\sin q_L$, and likewise for $R$. Multiplication gives

$$a=c_Lc_R-\frac{\zeta_R}{\zeta_L}s_Ls_R,\qquad e=c_Lc_R-\frac{\zeta_L}{\zeta_R}s_Ls_R,$$

$$b=\frac{c_Ls_R}{\zeta_R}+\frac{s_Lc_R}{\zeta_L},\qquad c=-\zeta_Ls_Lc_R-\zeta_Rc_Ls_R.$$

The first combination in the denominator contains $\zeta_R^2/\zeta_L+\zeta_L^2/\zeta_R=(\zeta_R^3+\zeta_L^3)/(\zeta_L\zeta_R)$. Factoring the sum of cubes gives

$$a\zeta_R+e\zeta_L=(\zeta_L+\zeta_R)(c_Lc_R-Ks_Ls_R),\qquad K=\frac{\zeta_R}{\zeta_L}+\frac{\zeta_L}{\zeta_R}-1.$$

The second combination is $(\zeta_L+\zeta_R)(c_Ls_R+s_Lc_R)$. Therefore

$$\frac{\mathcal T_0}{\mathcal T_{\rm swap}}=(c_Lc_R-Ks_Ls_R)^2+\sin^2(q_L+q_R).$$

Subtracting $1=(c_Lc_R-s_Ls_R)^2+\sin^2(q_L+q_R)$ exposes the sign:

$$\frac{\mathcal T_0}{\mathcal T_{\rm swap}}-1=-(K-1)s_Ls_R\left[2c_Lc_R-(K+1)s_Ls_R\right].$$

Here $K>1$ because $\zeta_R\ne\zeta_L$. At low frequency the sines are small, the bracket is positive and the swap helps. When $q_R$ passes $\pi/2$ while $q_L$ is still below it, the bracket is certainly negative and the swap hurts. The sign change itself comes earlier: for the parameters below it lies at 2.7 THz, where $q_R=0.32\pi$.

Take $m_L=28$ u, $m_R=196$ u and $k=100$ N/m. The cutoffs are 14.76 and 5.58 THz. At 2 THz, $\zeta_L=0.1367$ and $\zeta_R=0.3840$, so

$$\mathcal T_0=\frac{4(0.13674)(0.38397)}{(0.52071)^2}=0.7746.$$

Also $K=2.1641$, $c_Lc_R=0.7157$, $s_Ls_R=0.17968$ and $\sin(q_L+q_R)=0.8442$. The ratio is $(0.7157-0.3888)^2+0.8442^2=0.8195$, and the transmission rises to $0.7746/0.8195=0.945$. At 4 THz it falls instead, from 0.675 to 0.217.

This explains the temperature dependence. At 20 K, $k_BT/h$ is about 0.4 THz, and most of the heat travels where the swap helps: $G/G_0=1.066$, with $G_0$ the abrupt value at the same temperature. At 300 K the whole heavy band contributes and $G/G_0=0.803$.

## The general statement and its proof

**Statement.** Let the springs be equal and the layer masses satisfy $m_L\le m_1\le\dots\le m_n\le m_R$. Then $\mathcal T(\omega)\ge\mathcal T_0(\omega)$ at every frequency below the heavy cutoff, and $G\ge G_0$ at every temperature.

No layer mass exceeds $m_R$, so waves propagate in every part of the layer. Consider one impedance step from $\zeta$ to $\zeta'$, and let $\Gamma=B/A$ and $\Gamma'=B'/A'$ be the amplitude ratios on its two sides. Continuity of $s$ and $d$ gives

$$\frac{1-\Gamma}{1+\Gamma}=\frac{\zeta'}{\zeta}\,\frac{1-\Gamma'}{1+\Gamma'}
\quad\Longrightarrow\quad
\Gamma=\frac{\rho+\Gamma'}{1+\rho\Gamma'},\qquad \rho=\frac{\zeta-\zeta'}{\zeta+\zeta'}.$$

With $\theta=\frac12\ln(\zeta'/\zeta)$ this is $\rho=-\tanh\theta$. Since $\rho$ is real,

$$1-|\Gamma|^2=\frac{(1-\rho^2)(1-|\Gamma'|^2)}{|1+\rho\Gamma'|^2}\ge\frac{(1-\rho^2)(1-|\Gamma'|^2)}{(1+|\rho||\Gamma'|)^2}
=1-\left(\frac{|\rho|+|\Gamma'|}{1+|\rho||\Gamma'|}\right)^2.$$

The last bracket is the addition law of the hyperbolic tangent, so

$$\operatorname{artanh}|\Gamma|\le|\theta|+\operatorname{artanh}|\Gamma'|.$$

Passing an atom multiplies $\Gamma$ by a phase factor and leaves $|\Gamma|$ unchanged. Start in the heavy chain, where $\Gamma=0$, and work leftwards:

$$|r|\le\tanh\sum_j|\theta_j|.$$

For non-decreasing masses every $\theta_j\ge0$, and the sum telescopes:

$$|r|\le\tanh\left(\frac12\ln\frac{\zeta_R}{\zeta_L}\right)=\frac{\zeta_R-\zeta_L}{\zeta_R+\zeta_L}.$$

The right side is the reflection amplitude of the abrupt junction, and $\mathcal T=1-|r|^2$, which proves the statement.

The swapped pair has steps up, down and up again. Its sum of $|\theta_j|$ is three times the abrupt value, so the bound no longer protects it.

## Why a graded layer works over a broad band

A uniform slab of $N$ atoms has $a=e=\cos\phi$, $b=\sin\phi/\zeta_M$ and $c=-\zeta_M\sin\phi$, with $\phi=Nq_M$. Hence

$$\mathcal T=\frac{4\zeta_L\zeta_R}{(\zeta_L+\zeta_R)^2\cos^2\phi+(\zeta_M+\zeta_L\zeta_R/\zeta_M)^2\sin^2\phi}.$$

Transmission is perfect when $\zeta_M^2=\zeta_L\zeta_R$ and $\phi=\pi/2$, the quarter-wave condition. When $\phi$ is a multiple of $\pi$ the slab has no effect.

A graded layer divides the mismatch into small steps. To first order in each $\theta_j$ the reflections add with their travel phases:

$$r\simeq-\sum_j\theta_je^{2i\phi_j},$$

where $\phi_j$ is the phase accumulated before step $j$. If the steps are spread evenly over a total phase $\Phi$, the sum is reduced by $|\sin\Phi/\Phi|$. The reflected power is halved when $\sin^2\Phi/\Phi^2=\frac12$, at $\Phi\simeq0.44\pi$. For eight atoms with masses $m_j=m_L\mu^{j/9}$, the full calculation gives this halving at 0.74 THz, where the layer phase is $0.43\pi$. The close match is partly accidental, because the steps of this grade are not evenly spread in phase: with many atoms the same grade needs about $0.48\pi$, and a grade linear in mass about $0.53\pi$.

Much longer waves see an abrupt junction. There $\mathcal T_0\to4\sqrt\mu/(1+\sqrt\mu)^2=0.796$, and the gain disappears as $T\to0$: $G/G_0$ for this layer is 1.0009 at 1 K, 1.14 at 20 K and 1.37 at 300 K.

Above this lower edge the layer works up to near the heavy cutoff. Transmission exceeds 0.9 over 84% of the heavy band, against 34% for a uniform slab of eight atoms of 74.1 u and none of the band for the abrupt junction.

## Conductance at 300 K

For an array of independent chains, each occupying 0.15 nm², the abrupt junction has $G_0=350$ MW/(m² K). Full transmission of the heavy band would give 503. With the end chains held fixed:

| Graded atoms | $G$, MW/(m² K) | $G/G_0$ |
|---|---|---|
| 1 | 406 | 1.16 |
| 2 | 444 | 1.27 |
| 4 | 465 | 1.33 |
| 8 | 480 | 1.37 |
| 16 | 490 | 1.40 |

The uniform eight-atom slab reaches 409, hardly more than one atom of the same mass. At equal thickness, about half of the gain is therefore due to the grading; the exact share depends on the mass chosen for the uniform slab.

A test that uses no transmission formula supports these values. A classical chain with 350 hot light atoms was joined to a cold part containing 250 heavy atoms, and the exact evolution of its thermal fluctuations was followed. In units of $k_B\sqrt{k/m_L}$ per chain, the heat current per unit temperature difference was 0.0830 for the abrupt junction and 0.1145 with the eight graded atoms. The transmission integrals give 0.0836 and 0.1150.

## Random mixing across a wide interface

In a simple cubic lattice with one displacement per atom and equal springs in all directions, a transverse wavevector adds an on-site stiffness $tk$, with $0\le t\le8$. If each layer is uniform, every wavevector is a separate chain with

$$\frac{m\omega^2}{k}-t=4\sin^2\frac q2.$$

The proof then applies to each wavevector that propagates on both sides. For the others $\mathcal T_0=0$, and the inequality is trivial.

Random mixing couples the wavevectors, and the theorem no longer covers it. A periodic cell of 8 × 8 atoms, with the heavy fraction rising linearly through the mixed layers, gave 5.6 MW/(m² K) for the abrupt interface at 300 K. One to eight mixed layers gave 9.8 to 11.4, averaged over four random arrangements each. Mixing thus roughly doubled the conductance of this cell.

Antireflection is only part of the reason. With two mixed layers the total is 11.4, of which 6.1 keeps its transverse wavevector and 5.3 changes it. The abrupt interface forbids such changes. Two uniform layers of the same mean masses, which act by antireflection alone, give only 7.2. The balance depends on thickness: for one layer and for eight, uniform layers give 8.1 and 8.3, against 9.8 and 10.8 with random mixing, so there antireflection alone would supply more than half of the gain.

These cell values are not converged. A finer frequency grid lowers the uniform-layer values by about 0.1, and with other random arrangements the mixed values move by up to about 0.4. Finer sampling of wavevectors lowers the abrupt result from 5.6 to 3.7. For one, two and eight layers it lowers the uniform values to about 6.75, 6.1 and 7.4 and the mixed values to roughly 8.5, 9.5 and 8.8, so the factor of two becomes about 2.3 to 2.6. The antireflection share then stays above half for one and eight layers and is about 0.4 for two.

## Beside a real interface

The light chain is in the rough regime of silicon, whose vibrations end near 15 THz. The heavy side is a model solid, and 196 u is close to the upper end of atomic masses in common solids. Room-temperature conductances of real solid interfaces run roughly from tens to hundreds of MW/(m² K). The chain array falls in that range, but this is no confirmation: coupling the chains sideways cuts the abrupt value from 350 to about 4 in the one-displacement lattice. The percentages for chains should not be carried over to a device.

Equal springs are another assumption that real materials break. If the heavy side has springs of 50 N/m and the layer grades both spring and mass, the gain from eight atoms falls from 37% to about 20% (291 to 348 MW/(m² K), with a spring of 71 N/m at the abrupt junction; 50 or 100 N/m there gives 288).

Anharmonic scattering is also left out. The kinetic estimate $3\kappa/(Cv)$, with rough silicon values $\kappa=150$ W/(m K) and $C=1.7$ MJ/(m³ K) and the light chain's sound speed $v\simeq6.5$ km/s, gives a mean free path of about 40 nm on the light side, long compared with the 1.12 nm layer. Scattering inside the layer and on the heavy side was not estimated. Anharmonicity at the junction could still convert light-side vibrations above 5.58 THz into heavy-side ones. The elastic ceiling of 503 MW/(m² K) is then no longer a proven limit. Full absorption of everything arriving in the light band would correspond to 1180 MW/(m² K), but this is only a loose upper bound, because the heavy chain must also carry the heat away. The output labels this number a limit with inelastic transport; it does not show that such transport can reach it, or even exceed 503. The inelastic contribution was not computed.

Within this model, a monotone mass grade cannot lower the conductance when transport through it is elastic, all springs are equal and each layer is uniform. If the springs are only similar, this guarantee is lost: a layer of heavy atoms on springs softer than those of the heavy side has a lower cutoff and suppresses the top of the band, blocking it once the layer is thick enough to stop tunnelling. A grade of many small steps halves the reflected power once the layer phase reaches roughly $0.4\pi$ to $0.55\pi$, depending on the profile, so it helps most when the frequencies that carry the heat lie above that point. Transmissions at selected frequencies are in the numerical output below.

## Values computed for the example and the checks

```
masses 28 and 196 u, spring 100 N/m
spacing 0.14 nm, area per chain 0.15 nm^2
cutoffs: light 14.76 THz, heavy 5.58 THz
graded masses (u): 34.8 43.1 53.6 66.5 82.5 102.5 127.2 157.9
f (THz), zeta_L, zeta_R, T abrupt, T swapped pair, T graded 8
  0.1  0.0068 0.0179 0.7962 0.7970 0.7984
  0.5  0.0339 0.0900 0.7950 0.8145 0.8463
  1.0  0.0679 0.1822 0.7912 0.8656 0.9488
  2.0  0.1367 0.3840 0.7746 0.9452 0.9835
  3.0  0.2076 0.6377 0.7410 0.6034 0.9991
  4.0  0.2815 1.0283 0.6749 0.2174 0.9943
  5.0  0.3600 2.0193 0.5136 0.0609 0.9670
  5.5  0.4015 5.8592 0.2401 0.0163 0.8133
worst T(monotone) - T(abrupt), 200 profiles: 5.0e-08
share of band with T>0.9: abrupt 0.000, slab 0.343, graded 0.837
graded R is half of abrupt R at 0.74 THz, layer phase 0.43 pi
weak-reflection sum, largest error in R below 0.8 cutoff: 0.0052
classical current abrupt: time evolution 0.08303, Landauer 0.08360 (k_B sqrt(k/m_L))
classical current graded: time evolution 0.11447, Landauer 0.11498 (k_B sqrt(k/m_L))
300 K, MW/(m^2 K): abrupt 350.3, heavy-band ceiling 502.5
graded atoms, thickness (nm), G (MW/(m^2 K)), G/G_abrupt
   1  0.14  406.1  1.159
   2  0.28  444.0  1.268
   4  0.56  465.2  1.328
   8  1.12  480.1  1.370
  16  2.24  489.8  1.398
uniform slab of 8 atoms, 74.1 u: 408.9 MW/(m^2 K), ratio 1.167
T (K), G/G_abrupt for graded 8, for swapped pair
  1  1.0009  1.0003
  5  1.0217  1.0084
  20  1.1400  1.0660
  100  1.3362  0.8497
  300  1.3705  0.8031
cubic lattice 300 K abrupt: 5.6 MW/(m^2 K) (finer wavevectors 3.7)
layers, smooth mean mass, random mix, spread, part keeping wavevector
  1  8.1  9.8  0.3  6.3  MW/(m^2 K); mix/abrupt 1.742
  2  7.2  11.4  0.2  6.1  MW/(m^2 K); mix/abrupt 2.031
  4  7.7  11.2  0.2  6.0  MW/(m^2 K); mix/abrupt 2.003
  8  8.3  10.8  0.3  5.8  MW/(m^2 K); mix/abrupt 1.923
classical abrupt G: 356.8 MW/(m^2 K)
heavy springs 50 N/m: abrupt 291.2, graded 348.0 MW/(m^2 K)
light-chain ceiling, limit with inelastic transport: 1178.6 MW/(m^2 K)
rough inputs: 150 W/(m K), 1.7 MJ/(m^3 K); speed 6493 m/s
rough mean free path 41 nm, layer of 8 is 1.12 nm
```
